# The Phonon Boltzmann Equation as a Variational Problem, Solved by Conjugate Gradients: a numerical check

```python
"""Linearized phonon Boltzmann equation P f = b as a positive quadratic form.

Result under test: kappa = c b.P^-1.b, c = kB T^2/(N cell_volume), and for any
trial f, c (b.f)^2/(f.P.f) <= kappa. Conjugate gradients preconditioned with
A = diag(P) approach kappa from below.
  f.P.f = sum over events 1+2->3 of R (f1+f2-f3)^2, R = equilibrium event rate
  b = hbar omega v n(n+1)/(kB T^2), n = Bose occupation, v = x velocity
Model: fcc crystal, nearest-neighbour Morse bonds, three-phonon scattering.
"""
from itertools import product
import numpy as np
from scipy.constants import hbar, k as kB, atomic_mass, pi

rng = np.random.default_rng(4)
MASS, BOND, STIFF, ALPHA = 50 * atomic_mass, 3e-10, 20.0, 1.5e10
DEPTH = STIFF / (2 * ALPHA**2)
CELL = BOND**3 / np.sqrt(2)
PRIM = BOND / np.sqrt(2) * np.array([[0, 1, 1], [1, 0, 1], [1, 1, 0]])
HALF = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                 [1, -1, 0], [0, 1, -1], [1, 0, -1]])  # one of each bond pair
BONDS = HALF @ PRIM
UNIT = BONDS / BOND
EYE = np.eye(3)
# third derivatives of the bond energy with respect to the bond vector
CUBIC = ((-3 * ALPHA * STIFF - 3 * STIFF / BOND)
         * np.einsum('da,db,dc->dabc', UNIT, UNIT, UNIT)
         + STIFF / BOND * (np.einsum('da,bc->dabc', UNIT, EYE)
                           + np.einsum('db,ac->dabc', UNIT, EYE)
                           + np.einsum('dc,ab->dabc', UNIT, EYE)))


def dynmat(phase):
    """Dynamical matrix from the phases q.d of the six bonds."""
    return STIFF / MASS * np.einsum('...d,da,db->...ab',
                                    2 - 2 * np.cos(phase), UNIT, UNIT)


def vertex(w1, w2, w3):
    """Cubic coupling per cell; w = polarization * (exp(i q.d) - 1)."""
    x = np.einsum('dxyz,adx->adyz', CUBIC, w1)
    y = np.einsum('adyz,qsdy->aqsdz', x, w2)
    y = y.reshape(y.shape[:3] + (18,))
    return y @ w3.reshape(w3.shape[0], w3.shape[1], 18).transpose(0, 2, 1)


def harmonic(n):
    """Modes on an odd n*n*n mesh; the reversed mesh order maps q to -q."""
    h = n // 2
    m = np.array(list(product(range(-h, h + 1), repeat=3)))
    phase = 2 * pi / n * (m @ HALF.T)
    mid = len(m) // 2
    # a tiny x shift of q selects the degenerate basis that diagonalizes v_x
    e = np.linalg.eigh(dynmat(phase + 1e-5 * UNIT[:, 0]))[1]
    e = np.ascontiguousarray(e.swapaxes(1, 2))
    e[mid + 1:] = e[:mid][::-1].copy()
    w2 = np.einsum('qsa,qab,qsb->qs', e, dynmat(phase), e)
    w2[mid] = w2.max()  # placeholder: uniform translations never scatter
    omega = np.sqrt(w2)
    slope = STIFF / MASS * np.einsum(
        'qd,da,db->qab', 2 * np.sin(phase) * BONDS[:, 0], UNIT, UNIT)
    vel = np.einsum('qsa,qab,qsb->qs', e, slope, e) / (2 * omega)
    return m, phase, e, omega, vel


def find_events(n, m, phase, e, omega, temp, sigma):
    """All events 1+2->3 (ordered pairs, weight 1/2) and their rates."""
    size, h = len(m), n // 2
    w = e[:, :, None, :] * (np.exp(1j * phase) - 1)[:, None, :, None]
    amp = 1 / (omega * 2 * np.sinh(hbar * omega / (2 * kB * temp)))
    pref = 0.5 * 2 * pi / hbar**2 / size * (hbar / (2 * MASS))**3
    pref /= np.sqrt(2 * pi) * sigma
    parts = []
    for q1 in range(size):
        q3 = ((m[q1] + m + h) % n) @ np.array([n * n, n, 1])
        gap = (omega[q1][:, None, None, None] + omega[None, :, :, None]
               - omega[q3][None, :, None, :])
        phi = vertex(w[q1], w, w[q3].conj())
        rate = (pref * np.abs(phi)**2 * np.exp(-0.5 * (gap / sigma)**2)
                * amp[q1][:, None, None, None] * amp[None, :, :, None]
                * amp[q3][None, :, None, :])
        chosen = (np.abs(gap) < 4 * sigma) & (rate > 0)
        a, q2, s, t = np.nonzero(chosen)
        parts.append((3 * q1 + a, 3 * q2 + s, 3 * q3[q2] + t, rate[chosen]))
    return tuple(np.concatenate(x) for x in zip(*parts))


def apply_p(ev, f):
    i, j, k, rate = ev
    s = rate * (f[i] + f[j] - f[k])
    return (np.bincount(i, s, len(f)) + np.bincount(j, s, len(f))
            - np.bincount(k, s, len(f)))


def diagonal(ev, size):
    i, j, k, rate = ev
    return (sum(np.bincount(x, rate, size) for x in (i, j, k))
            + np.bincount(i, 2 * rate * (i == j), size))


def dense(ev, size):
    i, j, k, rate = ev
    legs = ((i, 1), (j, 1), (k, -1))
    total = np.zeros(size * size)
    for x, sx in legs:
        for y, sy in legs:
            total += np.bincount(x * size + y, sx * sy * rate, size * size)
    return total.reshape(size, size)


def conjugate_gradients(operator, b, diag, steps=400, tol=1e-20):
    """Returns all iterates, beginning with the zero vector."""
    f, r = np.zeros_like(b), b.copy()
    z = r / diag
    p, rz = z.copy(), r @ z
    start, iterates = rz, [f]
    for _ in range(steps):
        ap = operator(p)
        step = rz / (p @ ap)
        f = f + step * p
        r = r - step * ap
        iterates.append(f)
        z = r / diag
        new = r @ z
        if new < tol * start:
            break
        p, rz = z + new / rz * p, new
    return iterates


def transport(n, temp, sigma):
    m, phase, e, omega, vel = harmonic(n)
    ev = find_events(n, m, phase, e, omega, temp, sigma)
    w, v = omega.ravel(), vel.ravel()
    occ = 1 / np.expm1(hbar * w / (kB * temp))
    b = hbar * w * v * occ * (occ + 1) / (kB * temp**2)
    diag = diagonal(ev, len(w))
    mid = len(m) // 2
    diag[3 * mid:3 * mid + 3] = 1.0  # translations carry no heat
    c = kB * temp**2 / (len(m) * CELL)
    its = conjugate_gradients(lambda f: apply_p(ev, f), b, diag)
    return dict(phase=phase, omega=w, vel=v, occ=occ, b=b, diag=diag, c=c,
                ev=ev, its=its, mid=mid, kappa=c * b @ its[-1],
                rta=c * b @ (b / diag))


# --- force constants and cubic vertex against the energy of a crystal ---
sites = np.array(list(product(range(3), repeat=3)))


def crystal_energy(coef, waves, pols):
    """Energy continued analytically to complex displacement waves."""
    total = 0
    for d in range(6):
        vec = BONDS[d] + np.zeros((27, 3), complex)
        for cf, q, pol in zip(coef, waves, pols):
            diff = (np.exp(2j * pi / 3 * ((sites + HALF[d]) @ q))
                    - np.exp(2j * pi / 3 * (sites @ q)))
            vec = vec + cf * diff[:, None] * pol
        r = np.sqrt((vec * vec).sum(1))
        total += (DEPTH * (1 - np.exp(-ALPHA * (r - BOND)))**2).sum()
    return total


def mixed_derivative(waves, pols, h=3e-13):
    order = len(waves)
    return sum(np.prod(s) * crystal_energy(h * np.array(s), waves, pols)
               for s in product((1, -1), repeat=order)) / (2 * h)**order / 27


waves = np.array([[1, 0, 1], [1, 1, 0], [-2, -1, -1]])
pols = rng.normal(size=(3, 3))
legs = [pols[i] * (np.exp(2j * pi / 3 * (HALF @ waves[i])) - 1)[:, None]
        for i in range(3)]
formula3 = vertex(legs[0][None], legs[1][None, None], legs[2][None, None])
formula3 = formula3.ravel()[0]
numeric3 = mixed_derivative(waves, pols)
vertex_error = abs(numeric3 / formula3 - 1)
assert vertex_error < 1e-3
numeric2 = mixed_derivative(np.array([waves[0], -waves[0]]), pols[:2])
formula2 = MASS * pols[0] @ dynmat(2 * pi / 3 * (HALF @ waves[0])) @ pols[1]
assert abs(numeric2 / formula2 - 1) < 1e-3

# --- equal-mode events: thermal average of |<m-2| A^2/2 |m>|^2 = n^2/2 ---
x_mode, levels = 0.5, 200
lower = np.diag(np.sqrt(np.arange(1, levels)), 1)
half_square = (lower + lower.T) @ (lower + lower.T) / 2
weights = (1 - np.exp(-x_mode)) * np.exp(-x_mode * np.arange(levels))
average = (weights[2:] * np.diag(half_square, 2)**2).sum()
assert abs(average / (0.5 / np.expm1(x_mode)**2) - 1) < 1e-9

# --- P against the Jacobian of a nonlinear, exactly resonant collision term ---
toy_freq = np.arange(1.0, 7.0)
toy_x = 0.4 * toy_freq
toy_n = 1 / np.expm1(toy_x)
toy_w = rng.random((6, 6))
toy_w = toy_w + toy_w.T


def toy_collision(n):
    change = np.zeros(6)
    for i in range(6):
        for j in range(i, 6):
            k = i + j + 1
            if k < 6:
                net = toy_w[i, j] * (0.5 if i == j else 1.0) * (
                    n[i] * n[j] * (1 + n[k]) - (1 + n[i]) * (1 + n[j]) * n[k])
                change[i] -= net
                change[j] -= net
                change[k] += net
    return change


assert np.abs(toy_collision(toy_n)).max() < 1e-11
jacobian = np.array([(toy_collision(toy_n + 1e-4 * u)
                      - toy_collision(toy_n - 1e-4 * u)) / 2e-4
                     for u in np.eye(6)]).T
ti, tj = np.nonzero(np.add.outer(np.arange(6), np.arange(6)) < 5)
tk = ti + tj + 1
sh = 2 * np.sinh(toy_x / 2)
toy_ev = (ti, tj, tk, 0.5 * toy_w[ti, tj] / (sh[ti] * sh[tj] * sh[tk]))
toy_p = dense(toy_ev, 6)
assert np.allclose(-jacobian * toy_n * (toy_n + 1), toy_p, atol=1e-7)
assert np.abs(toy_p @ toy_freq).max() < 1e-10
assert np.allclose(np.diag(toy_p), diagonal(toy_ev, 6))

# --- the relaxation-time value can exceed the true one ---
pattern = np.array([1.0, 1.0, -1.0])
single = np.outer(pattern, pattern) + 0.1 * np.eye(3)
overshoot = (pattern @ (pattern / np.diag(single))
             / (pattern @ np.linalg.solve(single, pattern)))
assert 1 < overshoot < 3

# --- lattice calculation ---
THZ = 2 * pi * 1e12
MESH, TEMP, SIGMA = 7, 100.0, 0.5 * THZ
s = transport(MESH, TEMP, SIGMA)
half = 3 * s['mid']
total_modes = len(s['b'])

# velocity against a finite difference of the frequencies at a general q
iq, dq = 4 * 49 + 5 * 7 + 0, 1e-3 / BOND
fd_vel = (np.sqrt(np.linalg.eigvalsh(dynmat(s['phase'][iq] + dq * BONDS[:, 0])))
          - np.sqrt(np.linalg.eigvalsh(
              dynmat(s['phase'][iq] - dq * BONDS[:, 0])))) / (2 * dq)
assert np.abs(fd_vel - s['vel'][3 * iq:3 * iq + 3]).max() < (
    1e-3 * np.abs(s['vel']).max())

# relaxation-time value against heat capacity * v^2 * lifetime
dt = 0.01
heat = hbar * s['omega'] * (
    1 / np.expm1(hbar * s['omega'] / (kB * (TEMP + dt)))
    - 1 / np.expm1(hbar * s['omega'] / (kB * (TEMP - dt)))) / (2 * dt)
life = s['occ'] * (s['occ'] + 1) / s['diag']
kinetic = (heat * s['vel']**2 * life).sum() / (MESH**3 * CELL)
assert abs(kinetic / s['rta'] - 1) < 1e-5

# dense matrix, its symmetry, and its restriction to functions odd in q
full = dense(s['ev'], total_modes)
scale = np.abs(full).max()
assert np.abs(full - full.T).max() < 1e-10 * scale
blocks = full.reshape(MESH**3, 3, MESH**3, 3)
assert np.abs(blocks - blocks[::-1, :, ::-1, :]).max() < 1e-7 * scale
mid = s['mid']
odd = (blocks[:mid, :, :mid, :]
       - blocks[:, :, ::-1, :][:mid, :, :mid, :]).reshape(half, half)
odd = (odd + odd.T) / 2
b, A, c = s['b'][:half], s['diag'][:half], 2 * s['c']
exact = np.linalg.solve(odd, b)
kappa = c * b @ exact
assert abs(s['kappa'] / kappa - 1) < 1e-7
root = np.sqrt(A)
spectrum = np.linalg.eigvalsh(odd / np.outer(root, root))
bare = np.linalg.eigvalsh(odd)
low, high = spectrum[0], spectrum[-1]
assert low > 0 and high <= 3 + 1e-9
assert kappa >= s['rta'] / 3
w_all = s['omega'].copy()
w_all[half:half + 3] = 0
energy_leak = (w_all @ apply_p(s['ev'], w_all)) / (w_all**2 @ s['diag'])


def bound(f):
    return c * (b @ f)**2 / (f @ odd @ f)


for _ in range(200):
    assert bound(rng.normal(size=half)) <= kappa * (1 + 1e-9)
    assert bound(exact * (1 + 0.3 * rng.normal(size=half))) <= kappa * (1 + 1e-9)
noise = exact * rng.normal(size=half)
loss_big = kappa - bound(exact + 0.01 * noise)
loss_small = kappa - bound(exact + 0.005 * noise)
loss_ratio = loss_big / loss_small
assert abs(loss_ratio - 4) < 0.2

drift = np.repeat(np.sin(s['phase']) @ UNIT[:, 0], 3)[:half]
trials = {'velocity v_x': s['vel'][:half], 'smooth drift': drift,
          'relaxation-time f': b / A}
trial_bounds = {name: bound(f) for name, f in trials.items()}
basis = np.array([f / np.linalg.norm(f) for f in trials.values()]).T
overlap = basis.T @ b
combined = c * overlap @ np.linalg.solve(basis.T @ odd @ basis, overlap)
assert max(trial_bounds.values()) <= combined * (1 + 1e-9)
assert combined <= kappa * (1 + 1e-9)

# conjugate-gradient iterates: monotone, error identity, enclosure, rate
condition = high / low
cheb = (np.sqrt(condition) - 1) / (np.sqrt(condition) + 1)
slack = 1e-8 * kappa
table = []
for step, f_all in enumerate(s['its']):
    f = f_all[:half]
    value = c * b @ f
    error, residual = exact - f, b - odd @ f
    measure = c * residual @ (residual / A)
    deficit = kappa - value
    assert abs(deficit - c * error @ odd @ error) < slack
    assert measure / 3 - slack <= deficit <= measure / low + slack
    assert deficit <= 4 * kappa * cheb**(2 * step) + slack
    table.append((value, value + measure / 3, value + measure / low))
values = np.array([row[0] for row in table])
assert np.all(np.diff(values) > -slack)


def steps_needed(sequence):
    good = np.nonzero(np.abs(np.array(sequence) / kappa - 1) < 1e-6)[0]
    return int(good[0]) if len(good) else 0


bare_its = conjugate_gradients(lambda f: odd @ f, b, np.ones(half), 600)
bare_values = [c * b @ f for f in bare_its]
radius = np.abs(1 - spectrum).max()
g, fixed = np.zeros(half), [0.0]
for step in range(1, 1001):
    g = g + (b - odd @ g) / A
    fixed.append(c * b @ g)
    assert abs(fixed[-1] - kappa) <= kappa * radius**step * (1 + 1e-8) + slack
    if abs(fixed[-1]) > 1e6 * kappa:
        break

others = [(5, TEMP, SIGMA), (7, TEMP, 0.7 * THZ), (7, 300.0, SIGMA)]
results = [(args, transport(*args)) for args in others]
for _, r in results:
    assert r['kappa'] >= r['rta'] / 3

print(f"mass {MASS/atomic_mass:.0f} u; bond {BOND*1e10:.1f} angstrom")
print(f"stiffness {STIFF:.0f} N/m; Morse exponent {ALPHA*1e-10:.1f} 1/angstrom")
print(f"temperature {TEMP:.0f} K; mesh {MESH}^3; smearing {SIGMA/THZ:.1f} THz")
print(f"highest frequency on mesh {s['omega'].max()/THZ:.3f} THz")
print(f"lowest nonzero frequency on mesh {s['omega'].min()/THZ:.3f} THz")
print(f"modes without translations {total_modes-3}; events {len(s['ev'][3])}")
print(f"vertex: relative error against energy {vertex_error:.1e}")
print(f"energy-vector quotient w.P.w/w.A.w {energy_leak:.2e}")
print(f"kappa, dense solution {kappa:.5f} W/(m K)")
print(f"kappa, matrix-free CG {s['kappa']:.5f} W/(m K)")
print(f"kappa, relaxation time {s['rta']:.5f} W/(m K)")
print(f"one third of relaxation-time value {s['rta']/3:.5f} W/(m K)")
for name, val in trial_bounds.items():
    print(f"bound, trial {name}: {val:.5f} W/(m K)")
print(f"bound, three trials combined: {combined:.5f} W/(m K)")
print(f"loss ratio when trial error is halved {loss_ratio:.3f}")
print(f"three-mode example: relaxation-time/true {overshoot:.3f}")
print(f"A^-1 P odd sector: smallest {low:.4f}, largest {high:.4f}")
print(f"condition number: with A {condition:.2f}, without {bare[-1]/bare[0]:.2f}")
print(f"Chebyshev factor per step (squared) {cheb**2:.4f}")
print(f"fixed-point contraction factor {radius:.4f}")
print("CG step: kappa_k, improved lower, upper [W/(m K)]")
for step in range(min(8, len(table))):
    print(f"  {step}: " + ", ".join(f"{val:.5f}" for val in table[step]))
print("steps to relative error 1e-6 in kappa (0 = not reached):")
print(f"  CG with A {steps_needed(values)}")
print(f"  CG without preconditioner {steps_needed(bare_values)}")
print(f"  fixed-point iteration {steps_needed(fixed)}")
print("mesh, T [K], smearing [THz]: kappa, relaxation time [W/(m K)]")
for (n, temp, sig), r in results:
    print(f"  {n}^3, {temp:.0f}, {sig/THZ:.1f}: {r['kappa']:.4f}, {r['rta']:.4f}")
print("all tests passed")
```

It prints:

```
mass 50 u; bond 3.0 angstrom
stiffness 20 N/m; Morse exponent 1.5 1/angstrom
temperature 100 K; mesh 7^3; smearing 0.5 THz
highest frequency on mesh 6.812 THz
lowest nonzero frequency on mesh 1.516 THz
modes without translations 1026; events 349674
vertex: relative error against energy 3.5e-13
energy-vector quotient w.P.w/w.A.w 4.88e-03
kappa, dense solution 53.09601 W/(m K)
kappa, matrix-free CG 53.09601 W/(m K)
kappa, relaxation time 33.91485 W/(m K)
one third of relaxation-time value 11.30495 W/(m K)
bound, trial velocity v_x: 31.37662 W/(m K)
bound, trial smooth drift: 28.83308 W/(m K)
bound, trial relaxation-time f: 41.43424 W/(m K)
bound, three trials combined: 45.76322 W/(m K)
loss ratio when trial error is halved 3.994
three-mode example: relaxation-time/true 2.818
A^-1 P odd sector: smallest 0.4044, largest 1.6055
condition number: with A 3.97, without 26.78
Chebyshev factor per step (squared) 0.1100
fixed-point contraction factor 0.6055
CG step: kappa_k, improved lower, upper [W/(m K)]
  0: 0.00000, 11.30495, 83.85728
  1: 41.43424, 44.02728, 60.66874
  2: 51.29306, 51.86462, 55.53273
  3: 52.99908, 53.03042, 53.23156
  4: 53.09321, 53.09408, 53.09967
  5: 53.09594, 53.09596, 53.09610
  6: 53.09601, 53.09601, 53.09601
  7: 53.09601, 53.09601, 53.09601
steps to relative error 1e-6 in kappa (0 = not reached):
  CG with A 6
  CG without preconditioner 16
  fixed-point iteration 26
mesh, T [K], smearing [THz]: kappa, relaxation time [W/(m K)]
  5^3, 100, 0.5: 60.4062, 47.2646
  7^3, 100, 0.7: 43.6183, 30.3197
  7^3, 300, 0.5: 19.5035, 12.7540
all tests passed
```
